# Work-function change produced by a layer of surface hydroxyls

## Problem

An oxide film grown by atomic layer deposition on a conducting support ends in hydroxyl groups. There are \(N=5\ \mathrm{nm^{-2}}\) of them, and each carries a dipole moment whose component along the surface normal has magnitude 0.5 D.

(a) Derive the Helmholtz equation for the change in work function caused by this layer.

(b) Show that the change is about 0.94 eV in magnitude, and find its sign when the hydrogen ends point outward.

(c) Explain why neither the image charges in a conductor nor the permittivity of the oxide film alters the result.

(d) How far above the surface must the vacuum level be taken for the layer to act as a uniform one?

Conventions and assumptions:

- The \(z\) axis points out of the solid. A dipole moment points from negative to positive charge, and \(\mu\) is its \(z\) component.
- The 0.5 D is the moment present in the finished layer, with the influence of the neighbours already included.
- The change is measured from the same surface without the layer's dipoles. Net surface charge and band bending are held fixed, and no external field is applied.

## Hints

1. Replace each dipole by two charges \(\pm q\), a normal distance \(d\) apart. What does the layer look like after averaging over the surface plane?
2. Start in the vacuum, where the averaged field is zero, and apply Gauss's law to each charged sheet in turn.
3. The work function is the energy needed to take an electron from the Fermi level to rest in the vacuum just outside. An electron's charge is \(-e\).
4. For (c), find the direction of the image of an outward dipole. Then ask what field the complete layer produces below itself.
5. For (d), take a square lattice and expand the potential in plane waves along the surface. Laplace's equation fixes how each wave decays with height.

## Solution

### (a) The potential step and the work function

Let the negative charges lie at \(z_1\) and the positive charges at \(z_1+d\), so that \(\mu=qd\). Averaged over the plane, they form two sheets with charge per area \(-Nq\) and \(+Nq\).

Across a sheet of charge density \(\sigma\), Gauss's law gives

\[
E_{\text{above}}-E_{\text{below}}=\frac{\sigma}{\varepsilon_0}.
\]

The field above both sheets is zero. At the upper sheet, \(\sigma=+Nq\), so

\[
0-E_{\text{gap}}=\frac{Nq}{\varepsilon_0}
\quad\Rightarrow\quad
E_{\text{gap}}=-\frac{Nq}{\varepsilon_0}.
\]

At the lower sheet, \(\sigma=-Nq\), so

\[
E_{\text{gap}}-E_{\text{below}}=-\frac{Nq}{\varepsilon_0}
\quad\Rightarrow\quad
E_{\text{below}}=0.
\]

The averaged field is therefore confined to the gap. Since \(E=-d\phi/dz\), the potential rises on the way out by

\[
\Delta\phi=-\int_{z_1}^{z_1+d}E_{\text{gap}}\,dz
=\frac{Nqd}{\varepsilon_0}
=\frac{N\mu}{\varepsilon_0}.
\]

The charge and the separation enter through their product alone.

The work function is \(\Phi=-e\phi_{\text{vac}}-E_F\), where \(E_F\) is the Fermi energy of the support. The layer leaves the potential inside the support unchanged, and hence \(E_F\) too. It raises \(\phi_{\text{vac}}\) by \(\Delta\phi\). Therefore

\[
\boxed{\Delta\Phi=-e\,\Delta\phi=-\frac{eN\mu}{\varepsilon_0}}
\]

An outward moment lowers the work function, because the electron leaves through a region in which its potential energy falls. An inward moment raises it.

### (b) The number

One debye is \(3.33564\times10^{-30}\) C m, so 0.5 D is \(1.66782\times10^{-30}\) C m. With \(N=5\times10^{18}\ \mathrm{m^{-2}}\),

\[
N\mu=(5\times10^{18})(1.66782\times10^{-30})
=8.3391\times10^{-12}\ \mathrm{C/m},
\]

\[
\Delta\phi=\frac{8.3391\times10^{-12}}{8.854188\times10^{-12}}\ \mathrm{V}
=0.942\ \mathrm{V}.
\]

With hydrogen outward, the positive end is outermost and \(\mu>0\). The work function changes by \(-0.94\) eV, or \(-1.51\times10^{-19}\) J. If the normal moment is reversed, the change is \(+0.94\) eV.

The same arithmetic gives a form suited to these units:

\[
|\Delta\Phi|/\mathrm{eV}=0.3767\,
\left(N/\mathrm{nm^{-2}}\right)\left(|\mu|/\mathrm{D}\right).
\]

For an illustrative separation \(d=0.1\) nm, the moment corresponds to charges of \(\pm0.104e\), and the averaged field in the gap is 94 MV/cm. This field depends on the chosen \(d\) and exists in a gap of atomic size. It is not a field across the oxide film, where the layer's averaged field is zero, so it should not be compared with the film's breakdown field.

### (c) Images and the permittivity of the film

First consider a dipole layer standing alone in vacuum. Its total step is \(N\mu/\varepsilon_0\). By symmetry, the potential is \(+N\mu/(2\varepsilon_0)\) above it and \(-N\mu/(2\varepsilon_0)\) below it.

Now put the layer above a grounded conductor whose surface is at \(z=0\). A charge \(+q\) at height \(s\) has an image \(-q\) at \(-s\). The outer, positive charge of each dipole thus produces the deeper, negative image, and the image dipole also points outward. Above both layers the potentials add:

\[
\phi_{\text{vac}}=\frac{N\mu}{2\varepsilon_0}+\frac{N\mu}{2\varepsilon_0}
=\frac{N\mu}{\varepsilon_0}.
\]

Between the conductor and the real layer, we are below the real layer but above the image layer. The two contributions cancel, as the grounded conductor requires. The images supply half of the outside potential; they do not double the step.

A direct sum over point charges and their images bears this out. For a square lattice with the given density and moment, extrapolated to a wide layer, it gives 0.9418 V both for \(d=0.05\) nm and for \(d=0.10\) nm.

If an oxide film lies between the layer and the conductor, \(E_{\text{below}}=0\) still holds. If both charge sheets lie outside the film, the averaged layer does not polarize it, so the film's permittivity does not enter the step. The oxygen of a real hydroxyl is bonded into the surface, so the boundary of the film is not sharp on this scale. Any polarization of the material between the two sheets must then be counted as part of the layer's moment \(\mu\); with that total moment, the Helmholtz equation keeps its form. The permittivity can influence the moment of an individual hydroxyl, but that influence is already contained in the stated 0.5 D.

### (d) Where the layer becomes uniform

Take a square lattice of spacing \(a=N^{-1/2}=0.447\) nm, with \(z\) now measured from the plane of the dipoles. A lattice of point charges \(q\) has in-plane density waves \(Nq\,e^{i\mathbf G\cdot\mathbf r}\), where \(\mathbf G\) is a reciprocal-lattice vector. For \(G\ne0\), Laplace's equation away from the plane gives the potential wave \(A\,e^{i\mathbf G\cdot\mathbf r}e^{-G|z|}\). Its slope changes by \(-2GA\) across the plane, which must equal \(-Nq/\varepsilon_0\). Hence

\[
A=\frac{Nq}{2\varepsilon_0G}.
\]

A dipole is the difference between two such charges displaced by \(d\) along \(z\). For small \(d\), its potential above the plane is

\[
-d\,\frac{\partial}{\partial z}
\left(\frac{Nq}{2\varepsilon_0G}e^{-Gz}\right)e^{i\mathbf G\cdot\mathbf r}
=\frac{N\mu}{2\varepsilon_0}e^{-Gz}e^{i\mathbf G\cdot\mathbf r}.
\]

The four shortest nonzero vectors have \(G=2\pi/a\). Their phase factors sum to \(+4\) above a dipole and to \(-4\) above the centre of a lattice square. To leading order, the difference in potential between these places is

\[
\delta\phi(z)=8\,\frac{N\mu}{2\varepsilon_0}\,e^{-2\pi z/a}.
\]

At \(z=a\) this is 7.0 mV, in agreement with a direct lattice sum over point dipoles. For charges 0.1 nm apart, centred on the same plane, the difference is 7.6 mV. At \(z=1\) nm it is about 3 µV. A height of 1 nm is therefore ample for this free, regular layer.

Disorder or patches introduce longer lateral wavelengths, hence smaller \(G\) and slower decay. The effect is large: if each group has a total moment of 1.5 D, a normal component of 0.5 D and an independent random azimuth, the potential of a layer standing free in vacuum varies laterally by about 84 mV (root mean square) at 1 nm and 21 mV at 4 nm, falling only as \(1/z\). On a 5 nm film of relative permittivity 9 over a conductor, images partly cancel the in-plane moments. With the dipoles 0.10 to 0.20 nm above the film, the variation is then about 29 to 39 mV at 1 nm and 4 to 5 mV at 4 nm. For such a layer the Helmholtz step is a lateral average, and 1 nm is not high enough to see it as uniform. The height must also remain small compared with the width of the layer; far from a finite patch, its potential falls off and the full step is no longer seen. Even 1 nm above the centre of a round patch of radius 20 nm, on the same 5 nm film over a conductor, with the dipoles 0.10 to 0.20 nm above the film, the averaged potential is only 91 to 92% of the full step.

### Comparison with a real film

The coverage of 5 hydroxyls per nm² and the normal moment of 0.5 D are given parameters, not measured properties of a particular alumina film, and the result is correspondingly conditional. The coverage of a real film depends on its surface structure and heat treatment. Real hydroxyls do not all have the same orientation, and this matters greatly. If the total moment is roughly 1.5 D, a normal component of 0.5 D requires a tilt of 70.5° from the normal. Tilting every group 5° closer to the normal, at fixed coverage and total moment, raises the component to 0.621 D and the magnitude to 1.17 eV, an increase of 0.23 eV. Heating can also remove hydroxyls: each one lost per nm² reduces the magnitude by 0.19 eV if the remaining moments are unchanged and the sites left behind add no dipole of their own. The second decimal of 0.94 eV thus belongs to the stated inputs, not to a prediction for an actual film.

## Variation 1: the moment is that of an isolated group

*Suppose 0.5 D is the normal moment \(\mu_0\) of an isolated hydroxyl. Estimate the change when neighbours depolarize one another.*

Treat each group as a point dipole with polarizability volume \(\alpha=1.5\ \text{Å}^3\), a rough value, on a square lattice. Omit images in the support and the polarization of the oxide film by the individual dipoles. A normal dipole \(\mu\) at in-plane distance \(r\) produces the normal field \(-\mu/(4\pi\varepsilon_0r^3)\). Summing over all neighbours gives

\[
E_{\text{loc}}=-\frac{\mu}{4\pi\varepsilon_0}\frac{S}{a^3}
=-\frac{\mu SN^{3/2}}{4\pi\varepsilon_0},
\]

where \(S=9.034\) is the sum of \((a/r)^3\). The induced moment is \(4\pi\varepsilon_0\alpha E_{\text{loc}}\), so

\[
\mu=\mu_0-\alpha SN^{3/2}\mu
\quad\Rightarrow\quad
\mu=\frac{\mu_0}{1+\alpha SN^{3/2}}.
\]

Since \(1.5\ \text{Å}^3=1.5\times10^{-3}\ \mathrm{nm^3}\),

\[
\alpha SN^{3/2}=(1.5\times10^{-3})(9.034)(5^{3/2})=0.1515,
\qquad
\frac{\mu}{\mu_0}=\frac{1}{1.1515}=0.868.
\]

The magnitude becomes \(0.868\times0.942=0.82\) eV, about 13% below the value without depolarization. This is the effect of the neighbours alone. The omitted response of the film is not negligible: for image dipoles in a film of relative permittivity 9, with the groups 0.10 to 0.20 nm above its surface, the magnitude is 0.71 to 0.79 eV if \(\mu_0\) belongs to an isolated group already on the film. If \(\mu_0\) belongs to a free group, its own image enhances the moment and can offset the depolarization. This correction must not be applied when 0.5 D already describes the finished layer.

At low coverage the denominator tends to one and the change is proportional to \(N\). As \(N\) grows, depolarization makes the change grow more slowly than \(N\). Taken alone, the formula has a maximum at \(\alpha SN^{3/2}=2\), here about 28 dipoles per nm², but the model fails before that point. In-plane dipoles placed head to tail reinforce one another, and if the polarizability is the same in all directions, the square lattice becomes unstable to spontaneous in-plane moments, in head-to-tail rows of alternating direction, at \(\alpha SN^{3/2}\approx1.77\), or about 26 dipoles per nm². The formula's decline at still higher coverage is therefore not a physical prediction. The example, with \(\alpha SN^{3/2}=0.15\), is far below this limit.

## Variation 2: the film surface also holds trapped charge

*Keep the original layer, hydrogen outward. Add \(n=10^{12}\ \mathrm{cm^{-2}}\) trapped electrons at the surface of a film of thickness \(t=5\) nm and relative permittivity \(\varepsilon_r=9\), a rough value for alumina. Find the new change in work function.*

The compensating positive charge lies in the conducting support, so the field above the surface remains zero. For the added charge, Gauss's law at the film surface reads

\[
0-\varepsilon_0\varepsilon_rE_{\text{film}}=-en
\quad\Rightarrow\quad
E_{\text{film}}=\frac{en}{\varepsilon_0\varepsilon_r}.
\]

From support to vacuum the potential changes by \(-E_{\text{film}}t\). An electron's energy outside therefore rises:

\[
\Delta\Phi_{\text{trap}}=\frac{e^2nt}{\varepsilon_0\varepsilon_r}.
\]

With \(n=10^{16}\ \mathrm{m^{-2}}\), the corresponding voltage is

\[
\frac{(1.602\times10^{-19})(10^{16})(5\times10^{-9})}
{9(8.854\times10^{-12})}\ \mathrm{V}=0.10\ \mathrm{V}.
\]

Poisson's equation is linear for fixed charges and permittivity, so the two contributions add:

\[
\Delta\Phi=-0.94+0.10=-0.84\ \mathrm{eV}.
\]

The 0.10 eV is a lateral average. The traps are about 10 nm apart; if they form a square lattice, the rise 1 nm above the film ranges from 0.07 eV between traps to 0.29 eV over a trap, and the difference between these places falls below 1 meV only above about 9 nm. Traps at independent random positions give a much slower decay: the root-mean-square variation is then about 70 meV at 1 nm and still about 19 meV at 9 nm.

Unlike the dipole step, the trapped-charge term depends on the film's permittivity and grows in proportion to its thickness. To obtain the mean normal moment per hydroxyl from a measured change in work function, one therefore needs the coverage, and the contributions of net charge, band bending and any change in the dipole of the underlying surface must be known or negligible.

## Values computed for the example and the checks

```
Hydroxyl density: 5.0 nm^-2
Normal moment: 0.50 D
One debye: 3.33564e-30 C m
Normal moment in SI: 1.66782e-30 C m
Vacuum permittivity: 8.854188e-12 F/m
Dipole moment per area: 8.33910e-12 C/m
Practical factor: 0.37673 eV per (D nm^-2)
Potential step: 0.9418 V
Work-function change, H outward: -0.9418 eV
Work-function change, H outward: -1.5090e-19 J
Illustrative charge separation: 0.10 nm
Equivalent charge: 0.1041 e
Field between sheets: 94.2 MV/cm
Conductor sum, gap 0.05 nm: 0.94182 V
Conductor sum, gap 0.10 nm: 0.94182 V
Oxide-film Poisson step: 0.94183 V
Tilted free layer, potential above: 0.47091 V
Half the Helmholtz step: 0.47091 V
Square-lattice spacing: 0.4472 nm
Lateral variation at one spacing, sum: 7.041 mV
Lateral variation at one spacing, formula: 7.035 mV
Lateral variation at 1 nm, formula: 2.98 uV
Rough polarizability volume: 1.50 angstrom^3
Square-lattice dipole sum S: 9.0336 (dimensionless)
Depolarization ratio, formula: 0.8684 (dimensionless)
Depolarization ratio, coupled: 0.8685 (dimensionless)
Magnitude if 0.5 D is isolated moment: 0.8179 eV
Rough total hydroxyl moment: 1.50 D
Tilt from normal: 70.53 degrees
Tilt 5 degrees closer to normal: 65.53 degrees
Normal moment at new tilt: 0.6214 D
Magnitude at new tilt: 1.1704 eV
Increase in magnitude from new tilt: 0.2286 eV
Magnitude lost per OH/nm^2 removed: 0.1884 eV
Film thickness: 5.0 nm
Rough film permittivity: 9.0 (relative)
Negative trapped charges: 1.0e+12 cm^-2
Work-function rise from traps: 0.1005 eV
```
